# Does normal-incidence ion bombardment always pattern an elemental surface?

**Question**

I am trying to understand ripples and dots on ion-bombarded surfaces. For a beam at normal incidence on a pure element, my reasoning is this. The energy deposited by the ions wears troughs faster than crests, so any small undulation is amplified. Surface diffusion opposes this, but it acts mainly on short waves, so some long wave must always grow. A flat surface should therefore be unstable, and smoothing should do no more than select the wavelength. Yet smooth surfaces are reported under just these conditions. Is the growth simply too slow to see, or is there an error in the argument?

**Answer**

Your account of erosion is right, and so is your remark about surface diffusion. The error is to count erosion as the only effect of the ions. Each ion also moves many atoms that never leave the target. On a slope this motion has a downhill part, and it smooths long waves with the same power of the wavenumber as the one with which erosion roughens them. It can therefore win at arbitrarily long wavelengths. If surface diffusion is also strong enough to damp the short waves, the flat state is stable, not slowly unstable.

**The model**

Let \(h(\mathbf r,t)\) be the surface height above the horizontal position \(\mathbf r=(x,y)\), with the beam along \(-z\). The ion flux \(J\) is uniform, and \(\Omega\) is the atomic volume. The target is a single element, made amorphous by the beam, so no horizontal direction is preferred. I consider small slopes and a ripple

\[
h=-v_0t+A\,e^{\sigma t}\cos(\mathbf k\cdot\mathbf r),
\]

where \(v_0\) is the recession speed of a flat surface. Positive \(\sigma\) means growth. Redeposition, ion-induced stress, impurities and the randomness of ion arrival are left out.

**What erosion does**

Take the energy \(\epsilon\) of each ion to be deposited in a Gaussian cloud centred a depth \(a\) below its entry point, with width \(\alpha\) along the beam and \(\beta\) across it. An ion entering at \(\mathbf r'\) deposits at the surface point above \(\mathbf r\) the energy density

\[
E=\frac{\epsilon}{(2\pi)^{3/2}\alpha\beta^2}
\exp\!\left[-\frac{(a+d)^2}{2\alpha^2}-\frac{|\mathbf r-\mathbf r'|^2}{2\beta^2}\right],
\qquad d=h(\mathbf r)-h(\mathbf r').
\]

Let the surface recede along its normal at a speed proportional to the total energy density received per unit time, \(v=\Lambda J\int E\,d^2r'\). For a flat surface \(d=0\), and the lateral Gaussian integrates to \(2\pi\beta^2\), so

\[
v_0=\frac{\Lambda J\epsilon}{\sqrt{2\pi}\,\alpha}\,e^{-a^2/2\alpha^2}=J\Omega Y .
\]

The last equality defines the flat-surface yield \(Y\), in atoms per ion, and so fixes \(\Lambda\).

For a gentle ripple, \((a+d)^2=a^2+2ad+d^2\). Dropping \(d^2\) and expanding the exponential gives a factor \(1-ad/\alpha^2\), which requires both \(|d|\ll2a\) and \(a|d|/\alpha^2\ll1\) over lateral distances of order \(\beta\). The vertical speed is \(\partial_th=-\sqrt{1+|\nabla h|^2}\,v\), but the square root differs from one only at second order. Hence

\[
\partial_t h=-v_0+v_0\frac{a}{\alpha^2}\int G_\beta(\mathbf r-\mathbf r')\,[h(\mathbf r)-h(\mathbf r')]\,d^2r',
\]

where \(G_\beta\) is the normalized lateral Gaussian. Averaging a cosine over this Gaussian multiplies it by \(e^{-\beta^2k^2/2}\), so

\[
\sigma_{\rm er}(k)=v_0\frac{a}{\alpha^2}\left(1-e^{-\beta^2k^2/2}\right)>0 .
\]

At a crest \(d\ge0\): the crest lies farther above the energy clouds of its neighbours than a flat surface would, so it receives less energy and recedes more slowly. At a trough the sign is reversed. For long waves, \(\beta k\ll1\), the bracket becomes \(\beta^2k^2/2\), and

\[
\sigma_{\rm er}\simeq-S_{\rm er}k^2,\qquad
S_{\rm er}=-v_0\frac{a\beta^2}{2\alpha^2}.
\]

This is a diffusion equation with a negative coefficient.

**Why surface diffusion cannot settle the matter**

Surface diffusion driven by surface energy contributes \(-Bk^4\) with \(B>0\). With erosion alone, the long-wave rate is \(|S_{\rm er}|k^2-Bk^4\), which is positive for \(0<k^2<|S_{\rm er}|/B\) however large \(B\) is. Setting its derivative \(2|S_{\rm er}|k-4Bk^3\) to zero gives \(k^2=|S_{\rm er}|/2B\), and therefore

\[
\lambda_{\rm fast}=2\pi\sqrt{\frac{2B}{|S_{\rm er}|}},\qquad
\sigma_{\rm fast}=\frac{S_{\rm er}^2}{4B}.
\]

More smoothing makes the ripple longer and slower, but does not remove the instability. Stability at long waves needs a smoothing term of order \(k^2\) or lower.

**What the atoms that stay behind do**

Suppose that each ion moves \(n\) atoms by a mean distance \(l\) along the beam, the direction of its momentum. The relevant quantity is the displacement sum \(\delta=nl\), a length. Since no horizontal direction is preferred, a ripple along \(x\) is enough.

Where the local slope is \(\tan\theta=\partial_xh\), the uphill unit tangent is \((\cos\theta,\sin\theta)\) in the \((x,z)\) plane. The mean displacement \((0,-l)\) has the component \(-l\sin\theta\) along it, which is downhill. Its horizontal part is

\[
s=-l\sin\theta\cos\theta\simeq-l\,\partial_xh .
\]

The displacement normal to the surface is assumed to be taken up by the dense target: the material it pushes in is compensated by material rising at the same place, and no relief results. The atoms also scatter sideways, symmetrically, with a root-mean-square distance \(w\) along \(x\).

Atoms are taken from \(x'\) and arrive on average around \(x'+s(x')\), spread by a Gaussian \(G_w\). The balance of gain and loss is

\[
\partial_th\big|_{\rm re}=J\Omega n\left[\int G_w\big(x-x'-s(x')\big)\,dx'-1\right].
\]

To first order in \(s\), \(G_w(x-x'-s)\simeq G_w(x-x')-s(x')\,\partial_xG_w(x-x')\). The first part integrates to one and cancels the loss. Thus symmetric scatter alone does nothing at this order. Inserting \(s\) in the second part gives

\[
\partial_th\big|_{\rm re}=J\Omega\delta\,\partial_x\!\int G_w(x-x')\,\partial_{x'}h(x')\,dx' .
\]

For a cosine, the two derivatives give \(-k^2\) and the Gaussian gives \(e^{-w^2k^2/2}\):

\[
\sigma_{\rm re}(k)=-J\Omega\delta\,k^2e^{-w^2k^2/2}.
\]

At long waves this is ordinary diffusion with the positive coefficient \(S_{\rm re}=J\Omega\delta\). No thermal mobility is needed, because the ions themselves drive the current.

**The condition for a stable flat surface**

The total rate in this model is

\[
\sigma(k)=J\Omega\left[Y\frac{a}{\alpha^2}\left(1-e^{-\beta^2k^2/2}\right)-\delta k^2e^{-w^2k^2/2}\right]-Bk^4 .
\]

Its long-wave form is \(-Sk^2\), with

\[
S=S_{\rm er}+S_{\rm re}=J\Omega(\delta-\delta_c),\qquad
\delta_c=\frac{Ya\beta^2}{2\alpha^2}.
\]

Long waves decay for \(\delta>\delta_c\) and grow for \(\delta<\delta_c\). At equality the terms of order \(k^4\) decide. The flux cancels from the threshold: a stronger beam speeds up both processes equally, so if the other parameters stay fixed it does not change the sign of \(S\).

Shorter waves need a separate check, because the scatter weakens redistribution there. For \(u\ge0\), \(1-e^{-u}\le u\). Applied to erosion, this gives \(\sigma_{\rm er}\le|S_{\rm er}|k^2\). Applied to redistribution, it gives

\[
\sigma_{\rm re}=-J\Omega\delta k^2+J\Omega\delta k^2\left(1-e^{-w^2k^2/2}\right)
\le-J\Omega\delta k^2+\tfrac12J\Omega\delta w^2k^4 .
\]

Adding the two bounds and the smoothing term,

\[
\sigma(k)\le-Sk^2-\left(B-\tfrac12J\Omega\delta w^2\right)k^4 .
\]

If \(S>0\) and \(B\ge J\Omega\delta w^2/2\), every ripple with \(k>0\) decays. The condition on \(B\) is sufficient, not necessary. In the limit \(w\to0\) it is met by any \(B\ge0\), and redistribution alone then stabilizes all wavelengths.

**A numerical case**

These are round model parameters, not those of a particular material: \(J=1\ \mathrm{nm^{-2}\,s^{-1}}\), \(\Omega=0.02\ \mathrm{nm^3}\), \(Y=1\), \(a=2\) nm, \(\alpha=1\) nm, \(\beta=w=0.8\) nm, \(n=12\), \(l=0.2\) nm and \(B=0.05\ \mathrm{nm^4/s}\). Then \(v_0=0.02\) nm/s and

\[
\delta=12\times0.2=2.4\ \mathrm{nm},\qquad
\delta_c=\frac{1\times2\times0.8^2}{2\times1^2}=0.64\ \mathrm{nm}.
\]

Redistribution exceeds the threshold by a factor of 3.75. The coefficients are \(S_{\rm er}=-0.0128\), \(S_{\rm re}=0.0480\) and \(S=0.0352\ \mathrm{nm^2/s}\). A threshold found without the formula for \(\delta_c\), by integrating the deposited energy numerically and relocating atoms explicitly, is 0.64004 nm for a ripple of wavelength 314 nm. The small excess comes from the finite wavelength and shrinks as \(k^2\), so the value tends to 0.64 nm for longer waves.

For a ripple of wavelength 18 nm and amplitude 0.1 nm, the crest recedes at 0.01985 nm/s and the trough at 0.02015 nm/s. The erosive instability is therefore present. The complete balance at this wavelength is

\[
\sigma=(1.530-5.625-0.742)\times10^{-3}\ \mathrm{s^{-1}}
=-4.84\times10^{-3}\ \mathrm{s^{-1}},
\]

for erosion, redistribution and smoothing in that order. The amplitude falls by a factor \(e\) in about 207 s. Without the middle term it would grow at \(7.87\times10^{-4}\ \mathrm{s^{-1}}\).

With erosion and smoothing alone, the fastest wave has a wavelength of 17.9 nm; the long-wave estimate is 17.6 nm. The difference comes from the next term in the expansion of \(\sigma_{\rm er}\), which is \(-v_0a\beta^4k^4/(8\alpha^2)\). It adds about \(0.002\ \mathrm{nm^4/s}\) to \(B\), or 4 %, and so lengthens the wave by 2 %. Making \(B\) a thousand times larger moves the fastest wave to 555 nm and lowers its rate to \(8.2\times10^{-7}\ \mathrm{s^{-1}}\), but the rate stays positive. That is the "too slow to see" case in your question, and it differs from a stable flat surface, on which ripples actually decay.

The short waves show why \(S>0\) alone is not enough. Put \(B=0\) and \(u=\beta^2k^2/2\). Because \(w=\beta\) here, growth requires \((e^u-1)/u>\delta/\delta_c=3.75\). The left side rises steadily from one, so there is a single crossing, and wavelengths below 2.37 nm are unstable. This is about three times the cascade width \(\beta\), where a continuum description is already strained. A smoothing coefficient of about \(1.9\times10^{-4}\ \mathrm{nm^4/s}\) is enough to remove this band. The simple bound asks for \(0.0154\ \mathrm{nm^4/s}\), and the chosen \(B\) satisfies both.

A rough profile tells the same story. Eight waves of equal amplitude, with wavelengths from 54 down to 6.75 nm, were followed for 3000 s with the full nonlinear erosion integral. The initial roughness of \(10^{-4}\) nm was chosen to stay in the linear regime, not to represent a real surface. With erosion and smoothing alone, the roughness grew by a factor of 4.294, against 4.305 from the linear rates. Nearly all of this gap is the error of the first-order 1 s time step: an integration converged in time gives about 4.304. With redistribution it fell to 0.083 of its initial value, as the linear rates predict. What remains is mostly the 54 nm wave, since the decay rate of long waves falls roughly as \(k^2\): with the full rate \(\sigma\) at 54 nm, this wave alone gives \(e^{\sigma t}/\sqrt8\approx0.083\). The numerical output below lists these values.

**When the surface can still pattern**

The result is conditional. At fixed \(\delta\) and fixed cloud shape, the flat state of this example loses long-wave stability when the yield exceeds

\[
Y_c=\frac{2\alpha^2\delta}{a\beta^2}=3.75\ \text{atoms per ion}.
\]

Changing the ion energy is not the same experiment, because it alters \(Y\), \(\delta\), \(a\), \(\alpha\) and \(\beta\) together.

Tilting the beam also matters. On a surface inclined at \(\theta\), the flux per unit surface area is \(J\cos\theta\), so the current along the surface is \(-J\Omega\delta\sin\theta\cos\theta\). A small extra slope in the plane of incidence changes it by \(-J\Omega\delta\cos2\theta\) per unit slope. If \(\delta\) does not depend on angle, redistribution smooths long ripples with their wavevector in that plane below \(45^\circ\) and roughens them above it. The coefficients change continuously with angle, so long-wave stability at normal incidence survives a sufficiently small tilt, but it need not hold at a larger one.

Finally, the effects left out can shift the balance. Impurities bring in a composition field coupled to the height, stress can drive further flow, and a surface that stays crystalline can have step-edge barriers that bias the atomic current uphill. A pattern at normal incidence therefore does not prove that curvature-dependent erosion made it, and the existence of that erosion does not prove that a pattern must form. Nor does a smooth surface prove that redistribution smoothed it, since stress-driven flow can also do so. When no term of lower order in \(k\) is present, the sign of the total \(k^2\) coefficient decides the fate of long waves.

## Calculated quantities

```
ion flux J: 1 nm^-2 s^-1
atomic volume Omega: 0.02 nm^3
flat-surface yield Y: 1 atoms per ion
deposition depth a: 2 nm
width along beam alpha: 1 nm
width across beam beta: 0.8 nm
atoms moved per ion n: 12
mean distance along beam l: 0.2 nm
lateral scatter w: 0.8 nm
smoothing B: 0.05 nm^4/s
flat recession speed v0: 0.02 nm/s
displacement sum delta: 2.4 nm
critical delta, formula: 0.64 nm
critical delta, direct rates: 0.64004 nm
ratio delta/critical delta: 3.75
critical yield at this delta: 3.75 atoms per ion
erosion coefficient S_er: -0.0128 nm^2/s
redistribution coefficient S_re: 0.048 nm^2/s
total coefficient S: 0.0352 nm^2/s
k for wavelength 18 nm: 0.3491 nm^-1
crest speed, 18 nm ripple, amplitude 0.1 nm: 0.019848 nm/s
trough speed, same ripple: 0.020154 nm/s
erosion rate at 18 nm, formula: 1.5296e-03 s^-1
erosion rate at 18 nm, direct: 1.5296e-03 s^-1
redistribution rate at 18 nm, formula: -5.6250e-03 s^-1
redistribution rate at 18 nm, direct: -5.6250e-03 s^-1
smoothing rate at 18 nm: -7.4233e-04 s^-1
total rate at 18 nm, no redistribution: 7.8729e-04 s^-1
total rate at 18 nm, all terms: -4.8377e-03 s^-1
decay time at 18 nm, all terms: 206.7 s
erosion only: fastest wavelength: 17.91 nm
erosion only: long-wave estimate: 17.56 nm
erosion only: fastest growth rate: 7.8737e-04 s^-1
erosion only, 1000 B: fastest wavelength: 555.4 nm
erosion only, 1000 B: growth rate: 8.1917e-07 s^-1
B = 0, all else: unstable below wavelength: 2.374 nm
least B for stability at all k: 1.919e-04 nm^4/s
sufficient B from the bound: 0.01536 nm^4/s
simulated profile length: 54 nm
shortest starting wavelength: 6.75 nm
starting rms roughness: 1.0e-04 nm
simulated time: 3000 s
roughness factor, erosion only, simulated: 4.294
roughness factor, erosion only, predicted: 4.305
roughness factor, all terms, simulated: 0.08293
roughness factor, all terms, predicted: 0.08295
```
